High-temperature electron-lattice heat exchange from the Eliashberg function, derived twice

Joule heating in a metal delivers energy to the electrons first. The lattice temperature then does not determine the electron temperature: one must also know how fast the electrons pass heat to the phonons. Taking this rate proportional to the coupling constant λ alone gives a wrong answer. In the model metal computed below, doubling the sound speed at fixed bare coupling lowers λ from 0.296 to 0.074, a factor of four, yet the heat flow from electrons at 1200 K to a lattice at 1000 K changes by less than 2 %. At high temperature the coupling enters the flow through λ times the mean squared phonon frequency.

The result is

P = G (Tₑ − T_L)

G = π ħ k_B g λ⟨ω²⟩.

Here P is the power per volume passing from electrons at temperature Tₑ to phonons at T_L, and g is the density of states at the Fermi level per volume and energy, counting both spins. The density of states for one spin is N = g/2.

**Common starting point**

Let ε be the energy of an electron before it emits a phonon of energy Ω = ħω, and ε − Ω its energy afterwards. Write f₁ = f(ε) and f₂ = f(ε − Ω) for the occupations, and n_L for the Bose occupation of the phonon at T_L,

n(Ω,T) = 1/[exp(Ω/k_BT) − 1].

Emission needs a filled initial and an empty final state and carries the factor n_L + 1. The reverse absorption carries n_L. The net number of emissions is thus weighted by

S = f₁(1 − f₂)(n_L + 1) − f₂(1 − f₁)n_L.

To lowest order in the coupling, Fermi's golden rule gives, for volume V,

P = (2/V)(2π/ħ) Σ |M|² ħω δ(ε_k − ε_k' − ħω) S.

The sum runs over ordered pairs k, k' of one spin and over phonon branches, and the leading 2 counts spin. Each ordered pair stands for one emission and its reverse, so nothing is counted twice. The occupations are taken to depend on energy alone, which leaves out electron drift, and all phonon modes share the temperature T_L.

The Eliashberg function collects the matrix elements at the Fermi surface:

α²F(Ω) = (1/NV) Σ |M|² δ(Ω − ħω) δ(ε_k − ε_F) δ(ε_k' − ε_F).

It is dimensionless. Its moments are

λ = 2∫dΩ α²F(Ω)/Ω

λ⟨ωⁿ⟩ = 2∫dΩ α²F(Ω) ωⁿ/Ω.

Assume that the coupling-weighted density of pairs keeps its Fermi-surface value throughout the thermal energy window. This needs degenerate electrons, with k_BTₑ far below the Fermi energy, and it excludes lightly doped semiconductors. In the model below with k_F lowered until ε_F ≈ 1.4 k_BTₑ, the flow near 300 K already exceeds G(Tₑ − T_L) by about 40 %. The sum over pairs at energies ε and ε − Ω is then NV α²F(Ω), and with 2N = g

P = (2πg/ħ) ∫dΩ α²F(Ω) Ω ∫dε S.   (1)

**First derivation: exchange between two thermal distributions**

Let f be a Fermi function at Tₑ, with chemical potential μ. Set y = (ε − μ)/k_BTₑ and w = Ω/k_BTₑ. Then

f₁ = 1/(e^y + 1),   f₂ = 1/(e^(y−w) + 1)

f₂ − f₁ = (e^y − e^(y−w)) f₁f₂ = e^(y−w)(e^w − 1) f₁f₂.

Since 1 − f₂ = e^(y−w) f₂, division by e^w − 1 gives

f₁(1 − f₂) = (f₂ − f₁) nₑ,   nₑ = n(Ω,Tₑ).

The reverse product follows by adding f₂ − f₁:

f₂(1 − f₁) = f₁(1 − f₂) + f₂ − f₁ = (f₂ − f₁)(nₑ + 1).

Inserting both products into S, the terms nₑn_L cancel:

S = (f₂ − f₁)[nₑ(n_L + 1) − (nₑ + 1)n_L] = (f₂ − f₁)(nₑ − n_L).

The electrons thus act on each phonon energy like a bath with Bose occupation nₑ. At equal temperatures S vanishes for every Ω, as detailed balance requires.

The energy integral needs the difference of two shifted Fermi functions:

∫dε [f(ε − Ω) − f(ε)] = ∫₀^Ω ds ∫dε [−∂f(ε − s)/∂ε] = Ω,

because f falls from 1 to 0. Equation (1) becomes

P = (2πg/ħ) ∫dΩ α²F(Ω) Ω² [n(Ω,Tₑ) − n(Ω,T_L)].   (2)

One power of Ω is the energy transferred. The other is the energy integral of f₂ − f₁, the surplus of occupation at the lower energy over that at the upper one, which is the same at every electron temperature.

When k_BTₑ and k_BT_L are both large compared with the phonon energies, n ≈ k_BT/Ω − 1/2. The constants cancel in the difference:

n(Ω,Tₑ) − n(Ω,T_L) ≈ k_B(Tₑ − T_L)/Ω.

This removes one power of Ω. By the definition of the moments, 2∫dΩ α²F Ω = λħ²⟨ω²⟩, hence

P = (2πg/ħ) k_B(Tₑ − T_L) · λħ²⟨ω²⟩/2 = πħk_B g λ⟨ω²⟩ (Tₑ − T_L).

The temperature difference was not assumed small.

**How large the error is**

With x = Ω/k_BT, differentiation of the Bose function gives

∂n/∂T = (k_B/Ω) h(x),   h(x) = [(x/2)/sinh(x/2)]².

Put z = x/2. From sinh²z = (cosh 2z − 1)/2,

sinh²z/z² = Σ s_m z^(2m),   s_m = 2^(2m+1)/(2m + 2)!,   m = 0, 1, 2, …

All s_m are positive and s₀ = 1, so h ≤ 1. The ratio s_m/s_(m−1) = 4/[(2m + 2)(2m + 1)] is 1/3 for m = 1 and smaller for larger m. Therefore

(1 − z²/3) sinh²z/z² = 1 + Σ_(m≥1) (s_m − s_(m−1)/3) z^(2m) ≤ 1.

Division by sinh²z/z² yields 1 − x²/12 ≤ h(x) ≤ 1. Now integrate over T between T_L and Tₑ, using

∫dT/T² = 1/T_L − 1/Tₑ = (Tₑ − T_L)/(TₑT_L),

and average Ω² with the weight α²F Ω that occurs in G. The result is

1 − a/(TₑT_L) ≤ P/[G(Tₑ − T_L)] ≤ 1   (3)

a = ħ²⟨ω⁴⟩/(12k_B²⟨ω²⟩).

Interchanging the temperatures reverses both P and Tₑ − T_L, so (3) holds for either direction of flow. Since h = 1 − x²/12 + O(x⁴), the lower bound also contains the first correction to the law. Within equation (2), the high-temperature law therefore overestimates the size of the flow. The product TₑT_L enters the lower bound, which therefore becomes loose when the lattice is cold. The law itself can still be accurate there if the electrons are hot enough: for T_L → 0 the difference of the Bose functions tends to n(Ω,Tₑ) ≈ k_BTₑ/Ω − 1/2, which falls short of k_BTₑ/Ω only by the fraction Ω/(2k_BTₑ).

**Second derivation: drift and diffusion in energy**

This route does not assume a Fermi function. It assumes from the start that one phonon changes an electron's energy by little, compared both with k_BT_L and with the energy scale on which f varies.

Count the electrons that cross a fixed energy E downwards, per volume and time. A transition from ε to ε − Ω crosses E if ε lies between E and E + Ω. The net flux is

J(E) = (2πg/ħ) ∫dΩ α²F(Ω) ∫_E^(E+Ω) dε S.

The interval has width Ω and midpoint E + Ω/2. Replacing its integral by Ω times the midpoint value leaves a relative error of second order in Ω. At the midpoint, the transition joins E + Ω/2 to E − Ω/2. Regroup S as

S = f₁(1 − f₂) + n_L(f₁ − f₂),

and expand about E, with f and ∂f/∂E now taken at E:

f₁(1 − f₂) = f(1 − f) + (Ω/2)∂f/∂E + O(Ω²)

n_L(f₁ − f₂) = (k_BT_L/Ω − 1/2 + …)(Ω ∂f/∂E + …) = k_BT_L ∂f/∂E − (Ω/2)∂f/∂E + O(Ω²).

The terms linear in Ω cancel, and

J(E) = (2πg/ħ) ∫dΩ α²F Ω [f(1 − f) + k_BT_L ∂f/∂E]

J(E) = πħgλ⟨ω²⟩ [f(1 − f) + k_BT_L ∂f/∂E].   (4)

The first term is a downward drift. It arises from spontaneous emission, the 1 in n_L + 1, and does not depend on the lattice temperature. The second is diffusion driven by thermal phonons: ∂f/∂E is negative where occupation falls with energy, so this term carries electrons upwards. The two balance for a Fermi function at T_L, for which f(1 − f) = −k_BT_L ∂f/∂E.

The number of electrons between E and E + dE grows by what enters from above less what leaves below:

g ∂f/∂t = ∂J/∂E.

The electrons' energy loss follows by partial integration, with J vanishing far above and far below the Fermi level:

P = −∫dE E g ∂f/∂t = −∫dE E ∂J/∂E = ∫dE J(E).

Since ∫dE ∂f/∂E = −1,

P = πħgλ⟨ω²⟩ [∫dE f(1 − f) − k_BT_L].   (5)

For a Fermi function at Tₑ, f(1 − f) = −k_BTₑ ∂f/∂E, so the integral is k_BTₑ. This reproduces P = G(Tₑ − T_L) with the same G.

**What each derivation assumes**

Both rest on the golden rule, thermal phonons, occupations without drift and a Fermi-surface spectral function. They differ in what they ask of the electrons. The first needs a Fermi distribution, but equation (2) then holds at low temperature too, within those shared assumptions. The second allows any smooth distribution but is confined to small energy steps.

A biased wire shows the difference. Suppose that electrons arriving from its two ends keep their energies, so that in the middle f is half the sum of two Fermi functions at temperature T, displaced by an energy Δ. Call them f_a and f_b. Then

f(1 − f) = ¼[f_a(1 − f_a) + f_b(1 − f_b) + f_a(1 − f_b) + f_b(1 − f_a)].

The first two terms integrate to k_BT each. The product identities of the first derivation, with Ω replaced by Δ, give Δn(Δ,T) and Δ[n(Δ,T) + 1] for the last two. As 2n + 1 = coth(Δ/2k_BT),

∫dE f(1 − f) = k_BT/2 + (Δ/4) coth(Δ/2k_BT).

For Δ → 0 this returns k_BT. For Δ ≫ k_BT it tends to Δ/4. The excess energy in that limit is gΔ²/8: half the electrons in a strip of width Δ/2 below the centre are moved to the mirror strip above it. A Fermi distribution with this excess, π²g(k_BTₑ)²/6, would have k_BTₑ = √3Δ/(2π) ≈ 0.28Δ instead of 0.25Δ. The stored energy alone therefore does not fix the heat flow. Equation (2) cannot describe this case, while (5) does as long as phonon energies are small compared with both k_BT and k_BT_L.

**Why λ appears with ⟨ω²⟩**

For a single branch in a lattice of mass density ρ, the squared phonon amplitude supplies a factor 1/ω:

|M|² = ħI²/(2ρVω),

where I is the bare matrix element per unit displacement. Inserting this in the second moment gives

λħ²⟨ω²⟩ = (2/NV) Σ |M|² ħω δ(ε_k − ε_F) δ(ε_k' − ε_F) = [ħ²/(NρV²)] Σ I² δ(ε_k − ε_F) δ(ε_k' − ε_F).

The frequency has cancelled. The two delta functions alone sum to (NV)², so with ⟨I²⟩ the average over pairs on the Fermi surface

λ⟨ω²⟩ = N⟨I²⟩/ρ.

A stiffer lattice has a smaller λ but larger energy quanta, and at high temperature the two effects compensate if I, ρ and N stay fixed.

**From heat flow to a relaxation time**

At fixed electron density, and for g constant near the Fermi level, the electronic heat capacity is

Cₑ = g∫dε (ε − μ) ∂f/∂Tₑ = g k_B²Tₑ ∫du u²e^u/(e^u + 1)²,

with u = (ε − μ)/k_BTₑ running from −∞ to ∞. The integrand is even. Partial integration turns the integral into 4∫₀^∞ du u/(e^u + 1) = 4(1 − 1/4 + 1/9 − …) = π²/3. Hence Cₑ = π²k_B²gTₑ/3. If the electrons lose heat to a lattice held at T_L, then

dTₑ/dt = −γ_T(Tₑ − T_L),   γ_T = G/Cₑ = 3ħλ⟨ω²⟩/(πk_BTₑ).

The explicit factor g cancels, but the density of states still enters through λ⟨ω²⟩ = N⟨I²⟩/ρ. To integrate from T₀ to T₁, write Tₑ/(Tₑ − T_L) = 1 + T_L/(Tₑ − T_L):

t = [(Cₑ/Tₑ)/G] {T₀ − T₁ + T_L ln[(T₀ − T_L)/(T₁ − T_L)]}.   (6)

**A model metal**

Take free electrons with k_F = 1.2 × 10¹⁰ m⁻¹ and one longitudinal branch ω = cq up to q_D = 1.5 × 10¹⁰ m⁻¹, with c = 3000 m/s and ρ = 3000 kg/m³. The bare coupling is I = Dq with D = 4 eV, so that |M|² = D²ħq/(2ρcV). These are round parameters for no particular material. Umklapp processes, transverse phonons and any screening beyond a constant D are left out.

For two random directions on the Fermi sphere, with u now the cosine of the angle between them, q² = 2k_F²(1 − u). Since u is uniformly distributed, the probability of a momentum transfer in dq is q dq/(2k_F²). Thus

α²F(Ω) = NV ∫dq [q/(2k_F²)] [D²ħq/(2ρcV)] δ(Ω − ħcq) = ND²q²/(4ρc²k_F²),

with q = Ω/ħc. As dΩ/Ω = dq/q, integration to q_D gives

λ = ND²q_D²/(4ρc²k_F²),   α²F = λ(Ω/Ω_D)²,

where Ω_D = ħcq_D. The higher moments are then

λħ²⟨ω²⟩ = (2λ/Ω_D²)∫₀^(Ω_D) dΩ Ω³ = λΩ_D²/2,   ħ⁴⟨ω⁴⟩ = Ω_D⁴/3.

In this model the constant pair density is more than a guess. At fixed q, the sum over k of δ(ε_k − ε)δ(ε_(k−q) − ε') is

(V/4π²) k² · (m/ħ²k) · (m/ħ²kq) = Vm²/(4π²ħ⁴q).

The factors come from the radial and the angular delta function, and the initial energy drops out wherever the transition is kinematically allowed.

The parameters give g = 1.596 × 10²⁸ eV⁻¹m⁻³, Ω_D = 29.62 meV and λ = 0.296. Therefore

λħ²⟨ω²⟩ = 0.2959 × (29.62 meV)²/2 = 130 meV²,

or λ⟨ω²⟩ = 3.00 × 10²⁶ s⁻². With g expressed per joule,

G = πħk_B g λ⟨ω²⟩ = 1.365 × 10¹⁷ W m⁻³K⁻¹.

Sampling random pairs on the Fermi sphere reproduces λ and λ⟨ω²⟩ to about 0.1 %. A direct golden-rule sum over electron energies and angles, using the original gain and loss factors, tests equation (2). At Tₑ = 1000 K and T_L = 300 K both give 9.35 × 10¹⁹ W/m³, and interchanging the temperatures reverses the sign.

The correction constant is a = (Ω_D/k_B)²/18. With Ω_D/k_B = 343.7 K this is about 6560 K². For 1000 K and 300 K, the ratio P/[G(Tₑ − T_L)] is 0.979, just above its lower bound 0.978. For 100 K and 90 K it is 0.52, while the bound is 0.27: the first correction no longer suffices, and equation (2) itself is needed.

The effect of stiffening can be read in the same way. At 1200 K and 1000 K, doubling c multiplies the power by 0.984. The constant a grows fourfold, so the first correction, contained in the lower bound of (3), gives a power ratio of (1 − 4a/TₑT_L)/(1 − a/TₑT_L) ≈ 0.98, which accounts for the remaining change.

Two single-frequency spectra make the role of temperature plain. A mode at 20 meV with λ = 0.2 and one at 10 meV with λ = 0.8 share λħ²ω² = 80 meV². At 1500 K and 1000 K their powers agree to 0.3 %. At 40 K and 30 K the stiffer mode carries 0.14 times the power of the softer one, because few electrons can excite it.

For the Debye spectrum the opposite limit follows from (2). When k_BTₑ and k_BT_L are far below Ω_D, the upper limit can be moved to infinity:

P = [2πgλ/(ħΩ_D²)] ∫₀^∞ dΩ Ω⁴[n(Ω,Tₑ) − n(Ω,T_L)] ∝ (λ/Ω_D²)(Tₑ⁵ − T_L⁵).

Substituting Ω = k_BT x in each term gives the fifth powers. Since λ ∝ c⁻² and Ω_D ∝ c, this flow falls as c⁻⁴ when the lattice stiffens. The cancellation of the sound speed belongs to high temperature. The fifth power rests on α²F ∝ Ω², that is on a clean metal with momentum-conserving scattering; it need not hold when the electron mean free path is shorter than the thermal phonon wavelength.

**Cooling time and steady overheating**

The heat capacity coefficient is Cₑ/Tₑ = 62.45 J m⁻³K⁻². At 300 K the high-temperature law gives the relaxation time

1/γ_T = 62.45 × 300/(1.365 × 10¹⁷) s ≈ 137 fs.

For a small temperature difference, equation (2) makes it about 7 % longer.

Cooling from 1000 K to 400 K over a lattice held at 300 K takes, by (6),

t = [62.45/(1.365 × 10¹⁷)] × (600 + 300 ln 7) s ≈ 542 fs.

Equation (2) with the same heat capacity gives 561 fs, which is 3.6 % longer than the law's value. The sign agrees with (3): the law overestimates the flow and so underestimates the time. Both values hold the lattice at 300 K. If instead the phonons keep the heat, with heat capacity k_B per mode, equation (2) gives about 580 fs when three branches share it (the lattice warms by 11 K) and about 630 fs when only the coupled branch does (33 K).

For steady Joule heating at a chosen 10¹⁵ W/m³, with the lattice kept at 300 K, the electrons settle where P equals the supplied power:

Tₑ − T_L = 10¹⁵/(1.365 × 10¹⁷) K ≈ 7.3 mK.

Equation (2) gives 7.9 mK, but this step is no larger than the effect of the neglected drift. If the model's phonons alone limit the current, this power needs a drift velocity of about 27 m/s, and a Fermi distribution drifting at that speed settles about 7.3 mK above the lattice. The overheating is thus fixed only as 7 to 8 mK. Under such a load, electrons and lattice can share one temperature for most purposes. The separation matters when the power density is far higher, or when the lattice is cold enough for the exchange to weaken. If the heating changes within the relaxation time, this steady balance does not apply and the temperature must be followed in time. The numerical output lists these values with further digits.

Computed values

```
Fermi wave number kF = 1.20e+10 1/m
Debye wave number qD = 1.50e+10 1/m
sound speed c = 3000 m/s
mass density rho = 3000 kg/m^3
deformation coupling D = 4.0 eV
Fermi energy = 5.486 eV
density of states g, both spins = 1.5956e+28 1/(eV m^3)
Debye energy = 29.62 meV
Debye temperature = 343.7 K
lambda = 0.2959
lambda from Fermi-sphere pairs = 0.2961
root mean square phonon energy = 20.94 meV
lambda<w^2> = 2.9959e+26 1/s^2
lambda<(hbar w)^2> = 129.79 meV^2
lambda<w^2> from pairs = 2.9988e+26 1/s^2
high-temperature G = 1.3647e+17 W/(m^3 K)
correction constant a = 6563.5 K^2
Te=1000 K, TL=300 K: golden rule P = 9.3480e+19 W/m^3
   spectral formula P = 9.3488e+19 W/m^3
Te=300 K, TL=1000 K: golden rule P = -9.3491e+19 W/m^3
   spectral formula P = -9.3488e+19 W/m^3
Te=60 K, TL=30 K: golden rule P = 4.9742e+17 W/m^3
   spectral formula P = 4.9742e+17 W/m^3
P/[G(Te-TL)] at Te=1000 K, TL=300 K = 0.9786
   lower bound = 0.9781
P/[G(Te-TL)] at Te=400 K, TL=300 K = 0.9473
   lower bound = 0.9453
P/[G(Te-TL)] at Te=100 K, TL=90 K = 0.5224
   lower bound = 0.2707
first correction, numeric/formula = 0.9991
doubled c: lambda = 0.0740
doubled c: P ratio at 1200 K, 1000 K = 0.9837
single modes: 20 meV, lambda 0.2 over 10 meV, lambda 0.8
   P ratio at Te=1500 K, TL=1000 K = 0.9978
   P ratio at Te=40 K, TL=30 K = 0.1409
C_e/T_e = 62.454 J/(m^3 K^2)
C_e at 1000 K, formula = 6.2454e+04 J/(m^3 K)
C_e at 1000 K, numeric = 6.2408e+04 J/(m^3 K)
relaxation time 1/gamma_T at 300 K = 137.3 fs
cooling 1000 to 400 K, lattice 300 K: law = 541.7 fs
   full spectral formula = 561.4 fs
chosen Joule power density = 1.0e+15 W/m^3
electron overheating at 300 K, law = 7.327 mK
   full spectral formula = 7.875 mK
```
